# Why Equal Average Power Does Not Fix Pulsed Plasma Chemistry

**Q:** I want to replace a continuous discharge by a pulsed one. If I keep the average absorbed power the same, the electrons receive the same energy per second and must spend it on the same gas. So I expect the same production of radicals, ions and excited species. Is anything wrong with that?

**A:** The equality of energy received and energy spent, averaged over a cycle, is energy conservation, and it holds. The conclusion needs more: that the energy is divided among the processes in the same proportions. That division depends on the electron temperature, and pulsing modulates the temperature unless it is too fast for the electrons to follow.

Let us fix a model. The plasma is uniform, with electron density \(n(t)\) and gas density \(N\), the latter constant. The electrons are assumed to stay Maxwellian, with temperature \(T(t)\) measured as an energy. Process \(j\) has threshold \(E_j\) and happens \(R_j=Nk_j(T)\) times per second per electron.

By "chemistry" I mean the cycle-averaged sources \(\langle nR_j\rangle\). If a product of density \(c\) is removed at a constant frequency \(\gamma\), then \(dc/dt=nR_j-\gamma c\). Over a periodic cycle the left side averages to zero, so \(\langle c\rangle=\langle nR_j\rangle/\gamma\). The average source therefore sets the average product density.

**Q:** Then I can guess the correction. Impact rates rise steeply with temperature, so they are convex. The average of a convex function exceeds its value at the average. Pulsing should produce more of everything.

**A:** It cannot do that at fixed power if "everything" includes all the ways of losing energy. Let us find where the argument slips, starting with the rates. Take the model cross section

\[
\sigma(\varepsilon)=2\sigma_m\frac{\sqrt{E(\varepsilon-E)}}{\varepsilon},\qquad \varepsilon>E .
\]

Setting the derivative of \(\sqrt{\varepsilon-E}/\varepsilon\) to zero gives \(\varepsilon=2(\varepsilon-E)\), so the maximum is at \(\varepsilon=2E\), where \(\sigma=\sigma_m\). With speed \(\sqrt{2\varepsilon/m}\) and the Maxwell energy distribution \((2/\sqrt\pi)\,T^{-3/2}\sqrt\varepsilon\,e^{-\varepsilon/T}\),

\[
k=\frac{2}{\sqrt\pi}T^{-3/2}\sqrt{\frac2m}\int_E^\infty \sigma\,\varepsilon\, e^{-\varepsilon/T}d\varepsilon .
\]

Here \(\sigma\varepsilon=2\sigma_m\sqrt E\sqrt{\varepsilon-E}\). Substituting \(u=\varepsilon-E\) and using \(\int_0^\infty\sqrt u\,e^{-u/T}du=\tfrac{\sqrt\pi}{2}T^{3/2}\), we get

\[
k=A\,e^{-E/T},\qquad A=2\sigma_m\sqrt{2E/m}.
\]

Now differentiate twice:

\[
k'=\frac{E}{T^2}k,\qquad
k''=\left(\frac{E^2}{T^4}-\frac{2E}{T^3}\right)k=\frac{E(E-2T)}{T^4}\,k .
\]

So the rate is convex for \(T<E/2\), and there your inequality is correct. But it compares two plasmas with the same mean temperature. You promised the same mean power.

**Q:** What does fix the temperature, if not the power?

**A:** The electron balance. Suppose electrons are lost at a constant frequency \(\nu\), as by attachment with a temperature-independent coefficient, and each lost electron takes away the mean energy \(3T/2\). With the subscript \(i\) for ionization,

\[
\frac{dn}{dt}=n(R_i-\nu),\qquad
\frac{d}{dt}\left(\tfrac32nT\right)=P(t)-nW,
\]

\[
W=\sum_jE_jR_j+\tfrac32\nu T .
\]

\(P\) is the absorbed power per volume, and the sum includes ionization. In a continuous plasma both derivatives vanish. The first equation gives \(R_i(T_0)=\nu\), which determines \(T_0\) without any reference to power. The second gives \(n_0=P/W(T_0)\): power sets the density.

For a pulsed plasma, define the average seen by the electrons, \([f]=\langle nf\rangle/\langle n\rangle\). Over one period \(n\) and \(nT\) return to their initial values, so both left sides integrate to zero:

\[
[R_i]=\nu,\qquad \langle P\rangle=\langle n\rangle[W].
\]

The mean ionization rate per electron is pinned at its continuous value, however convex it is.

**Q:** But convexity still holds. If the mean rate cannot rise, what gives way?

**A:** The mean temperature. While \(T<E_i/2\) throughout the cycle, Jensen's inequality says \([R_i]\ge R_i([T])\). The left side equals \(\nu=R_i(T_0)\), and \(R_i\) increases with \(T\), so \([T]\le T_0\). When the modulation is deep, the hot part of the cycle supplies most of the ionization, and the colder remainder pulls the mean temperature down.

**Q:** So a colder plasma has less dissociation and less of everything else except ionization?

**A:** Not everything. We need each rate relative to the one that is pinned. Put \(x=R_i/\nu\), so that \([x]=1\). Since \(\nu=R_i(T_0)\),

\[
x=\exp\left[-E_i\left(\frac1T-\frac1{T_0}\right)\right].
\]

Any other process has the same form with \(E_j\) in place of \(E_i\), hence

\[
\frac{R_j(T)}{R_j(T_0)}=x^{r},\qquad r=\frac{E_j}{E_i}.
\]

Temperature has been eliminated. For \(r>1\) the function \(x^r\) is convex and lies above its tangent at \(x=1\), that is, \(x^r\ge1+r(x-1)\). Average both sides; the last term vanishes because \([x]=1\). For \(0<r<1\) the function is concave and the inequality reverses. Therefore

\[
\frac{[R_j]}{R_j(T_0)}\;\begin{cases}<1,&0<r<1,\\ >1,&r>1,\end{cases}
\]

strictly, whenever the temperature is modulated. The restriction \(T<E/2\) has gone, because \(x^r\) keeps the sign of its curvature for all \(x>0\). Per electron, processes easier than ionization slow down and harder ones speed up. The order of the thresholds decides this because all the model cross sections share one shape; with other shapes, a process whose threshold is near that of ionization can go the other way. What matters is convexity relative to ionization: dissociation may be convex in \(T\) and still be concave in \(R_i\).

**Q:** How large is this? A strict inequality could be a matter of parts per thousand.

**A:** It can be, for weak modulation. Write \(x=1+\delta\) with \([\delta]=0\) and expand \(x^r=1+r\delta+\tfrac12r(r-1)\delta^2+\dots\). The linear term averages out, leaving to leading order

\[
\frac{[R_j]}{R_j(T_0)}\approx1+\frac{r(r-1)}2[\delta^2].
\]

For deep modulation we can use bounds. Let the power-on phase contain a share \(f\) of the electron-time \(\int n\,dt\) and a share \(g\) of the ionization. Because \([x]=1\), the mean of \(x\) within the on phase is \(g/f\). Jensen's inequality inside that phase bounds its contribution to \([x^r]\):

\[
f\left(\frac gf\right)^r=f^{1-r}g^r .
\]

This is an upper bound for \(0<r<1\) and a lower bound for \(r>1\). If ionization is concentrated in a small part of the electron-time, the change can be large. It vanishes as \(r\to1\), and for a given cycle also as \(r\to0\), but with a cold afterglow the second limit is approached slowly: in the example below a trace process with \(r=0.1\) still slows by a factor 0.62.

**Q:** Please put in numbers.

**A:** I take round model parameters for an unnamed gas, in eV, µs and metres, since atomic units would be awkward here. The gas density is \(10^{21}\ \mathrm{m^{-3}}\), \(\nu=0.1\ \mathrm{µs^{-1}}\), and the average power is \(10\ \mathrm{kW\,m^{-3}}\). The thresholds are 6 eV for dissociation, 12 eV for ionization and 18 eV for a high-lying excitation, so \(r=1/2,\,1,\,3/2\). The maximum cross sections are \(10^{-20}\), \(2\times10^{-20}\) and \(10^{-21}\ \mathrm{m^2}\). The pulse is square, with a period of 20 µs and power on for a quarter of it.

The continuous plasma has \(T_0=1.79\) eV. In the pulsed one \(T\) swings between 0.60 and 2.90 eV, with electron-weighted mean 1.18 eV. At that mean temperature the ionization rate would be \(0.0032\ \mathrm{µs^{-1}}\), while the true mean is \(0.1000\ \mathrm{µs^{-1}}\), about thirty times larger. Your convexity is at work there, but it lowers the temperature and leaves the mean ionization rate alone.

The other rates per electron are:

- Dissociation: \(1.014\to0.564\ \mathrm{µs^{-1}}\), a factor 0.556.
- High excitation: \(2.14\times10^{-4}\to4.29\times10^{-4}\ \mathrm{µs^{-1}}\), a factor 2.01.

There are 10.1 dissociations per ionization in the continuous plasma and 5.6 in the pulsed one.

**Q:** Do the bounds account for those factors?

**A:** Largely. The on phase holds \(f=0.3055\) of the electron-time and \(g=0.9899\) of the ionization. For dissociation its contribution is at most \(\sqrt{0.3055\times0.9899}=0.550\); the computed contribution is 0.532. The afterglow obeys the same inequality with the remaining shares, so it adds at most \(\sqrt{0.6945\times0.0101}=0.084\). It actually adds \(0.5565-0.5318=0.025\). For the high excitation the on phase must contribute at least \(0.9899^{3/2}/\sqrt{0.3055}=1.78\), and it contributes 2.00.

**Q:** These are rates per electron. I control the power, not the number of electrons.

**A:** Then divide by the energy spent. The number of events per absorbed energy is

\[
Y_j=\frac{\langle nR_j\rangle}{\langle P\rangle}=\frac{\langle n\rangle[R_j]}{\langle n\rangle[W]}=\frac{[R_j]}{[W]} .
\]

The denominator changes too. In order, its terms are dissociation, ionization, high excitation and the energy carried off by lost electrons, in eV/µs:

\[
W(T_0)=6.081+1.200+0.004+0.268=7.553,
\]
\[
[W]=3.384+1.200+0.008+0.177=4.769 .
\]

A pulsed electron is cheaper to maintain, so the same power maintains more of them: \(\langle n\rangle/n_0=7.553/4.769=1.58\). The mean density rises from \(8.26\times10^{15}\) to \(1.31\times10^{16}\ \mathrm{m^{-3}}\). Multiplying the factors per electron by 1.58 gives the changes at equal average power:

- Dissociation: \(0.5565\times1.5838=0.88\).
- Ionization: \(1.0000\times1.5838=1.58\).
- High excitation: \(2.0061\times1.5838=3.18\).

The dissociation source falls from \(8.38\times10^{21}\) to \(7.38\times10^{21}\ \mathrm{m^{-3}\,s^{-1}}\), and the ionization source rises from \(8.3\times10^{20}\) to \(1.31\times10^{21}\ \mathrm{m^{-3}\,s^{-1}}\).

**Q:** Dissociation changed by only 12 percent. If I had measured that radical alone, I might have thought my rule was nearly right.

**A:** Yes, and the reason is that dissociation takes 81 percent of the energy in the continuous plasma. Let \(B=[W]-E_d[R_d]\) be everything spent on other things, per electron and unit time. The energy cost of one dissociation is

\[
\frac1{Y_d}=E_d+\frac{B}{[R_d]} .
\]

The first term is fixed. In the continuous case the cost is \(6+1.472/1.014=7.45\) eV, and in the pulsed case \(6+1.385/0.564=8.46\) eV. The second term grows by about 70 percent but sits on top of a fixed 6 eV. Minor channels have no such protection.

The formula also shows what decides the sign. Dissociation per energy falls when \([R_d]\) falls by a larger factor than \(B\), as it does here. I have not shown that this must happen for every gas. The general result concerns rates per electron, and therefore, with constant \(\nu\), ratios to ionization.

**Q:** Perhaps pulsing merely acts like a higher power, since the power is four times the average while it is on. Could I reproduce the pulsed chemistry by turning up a continuous source?

**A:** Not in this model. Multiply \(P\) and \(n\) by the same constant. Every term in both balances acquires that constant, so \(T(t)\) is unchanged and so is every \(Y_j\). A continuous source at any power runs at the same \(T_0\) with the same yields per energy. Tripling the power of the pulsed case was also tested: the mean density tripled and the yields stayed the same. High power matters here because it meets a density that has not yet adjusted to it.

**Q:** Then the pulse period must matter.

**A:** It does, and the scale is the electron cooling time. Using \(dn/dt=n(R_i-\nu)\) in the energy balance and dividing by \(n\),

\[
\frac32\frac{dT}{dt}=\frac Pn-W-\frac32T(R_i-\nu).
\]

Perturb \(T\) by a small \(\theta\) about \(T_0\), with \(P/n\) held fixed. There \(R_i=\nu\), so differentiating the last term leaves only the derivative of \(R_i\):

\[
\frac{d\theta}{dt}=-\left[\tfrac23W'(T_0)+T_0R_i'(T_0)\right]\theta .
\]

From \(R_j'=E_jR_j/T^2\),

\[
W'(T_0)=\sum_j\frac{E_j^2R_j}{T_0^2}+\frac32\nu .
\]

The numbers above give \(W'\approx16.1\ \mathrm{µs^{-1}}\) and \(T_0R_i'=E_i\nu/T_0\approx0.67\ \mathrm{µs^{-1}}\). The bracket is about \(11.4\ \mathrm{µs^{-1}}\), a cooling time near 0.09 µs. The computed factors per electron follow this scale:

| Period (µs) | Dissociation | High excitation |
|---|---|---|
| 0.02 | 0.9992 | 1.0025 |
| 0.2 | 0.935 | 1.19 |
| 2 | 0.598 | 1.97 |
| 20 | 0.556 | 2.01 |

At 0.02 µs the temperature hardly responds, and your rule is a good approximation. There \([\delta^2]=6.68\times10^{-3}\), so the leading-order formula predicts \(-\tfrac18[\delta^2]=-8.35\times10^{-4}\) for dissociation and \(+\tfrac38[\delta^2]=2.51\times10^{-3}\) for the high excitation. The computed changes are \(-8.35\times10^{-4}\) and \(2.50\times10^{-3}\).

**Q:** Would a period of a second be more extreme still?

**A:** The table does not say so, and there is a reason for caution. If the on phase is long enough, \(n\) adjusts until \(R_i=\nu\) again. The plasma then sits at \(T_0\) with density \(P_{\mathrm{on}}/W(T_0)\), and energy absorbed in that stretch has the continuous yields. What remains different is the ignition and the afterglow. After a long off time very few electrons are left, and a prescribed power would heat them far beyond the range in which this model is credible. In this example the dissociation factor per electron is 0.538 at a period of 10 µs and is back up to 0.63 at 40 µs; at 80 µs the peak temperature already reaches about 18 eV. That limit needs a separate treatment of ignition.

**Q:** You assumed a constant loss frequency. In my reactor electrons go to the walls, and more slowly when they are cold.

**A:** Then the pin moves, and the conclusion has to be weakened. Take a loss frequency \(L=\nu\sqrt{T/T_0}\), which leaves \(T_0\) unchanged. Electron balance now gives

\[
[R_i]=[L]=\nu X,\qquad X=\frac{[\sqrt T]}{\sqrt{T_0}} .
\]

To find the size of \(X\), use \(s=\sqrt T\) and \(h(s)=R_i-L\). The loss is linear in \(s\), so the curvature comes from ionization:

\[
\frac{d^2}{ds^2}e^{-E_i/s^2}=\left(\frac{4E_i^2}{s^6}-\frac{6E_i}{s^4}\right)e^{-E_i/s^2},
\]

which is positive for \(T<2E_i/3\), here 8 eV. In that range \(h\) is convex. It vanishes as \(s\to0\) and at \(s_0=\sqrt{T_0}\), so it is negative between these points and positive above \(s_0\). Periodicity and Jensen's inequality give \(0=[h]\ge h([s])\), hence \([s]\le s_0\) and \(X\le1\).

For a process with \(0<r<1\), concavity then gives

\[
\frac{[R_j]}{R_j(T_0)}=[x^r]\le[x]^r=X^r\le1 .
\]

Dissociation per electron still falls. But ionization per electron falls too, by the factor \(X\), so their ratio changes by at most \(X^{r-1}\), which is not below one. The inequality no longer settles the ratio.

For the same pulse, with an energy \(7T\) removed per lost electron to represent the wall sheath roughly, \(X=0.607\). The bound for dissociation is \(\sqrt{0.607}=0.779\), and the computed factor is 0.412. Dissociation per ionization changes by \(0.412/0.607=0.68\). It falls in this case, though by less than with constant loss, where the factor was 0.556. For \(r>1\) convexity now gives only \([x^r]\ge X^r\), so a harder process need not speed up per electron. Here the bound for the high excitation is \(0.607^{3/2}=0.47\) and the computed factor is 0.93; its yield per energy still rises, by 2.11, because the mean density rises by 2.27.

**Q:** When should I distrust the whole picture?

**A:** When its assumptions fail in a way that changes the relation between the rates. Non-Maxwellian electrons may have no single temperature, and then \(R_j\) need not be a function of \(R_i\). This concerns the worked example itself. At its density of about \(10^{16}\ \mathrm{m^{-3}}\), a 12 eV electron exchanges energy with other electrons at a rate of only about \(0.02\ \mathrm{µs^{-1}}\), but it causes dissociation about 20 times per µs. Electron-electron collisions cannot refill the tail that fast, so the Maxwellian form is imposed here, and the rates and the cooling time illustrate the argument only. Ionization out of excited states makes the rates depend on the products and can spoil the power scaling. I have also left out elastic and vibrational cooling, gas depletion, negative-ion chemistry and spatial structure. The figures belong to this model and are not predictions for a particular gas.

**Q:** Then for my reactor I should say this: equal average absorbed power fixes the total energy bill, but not its items. To know whether the items change, I ask whether the electron temperature follows the pulse, and how each rate curves against ionization.

**A:** Yes, with the loss law stated as well, and as long as a temperature describes the electrons well enough to give the rates. If the temperature does not follow the pulse, you may keep your rule as an approximation. If it does, a single radical that takes most of the energy is a poor witness; compare it with a process of much higher threshold.

## Numbers as computed

```
gas density 1.0e+21 m^-3; loss frequency 0.1 us^-1
average power 10.0 kW m^-3; duty 0.25
dissociation: E = 6.0 eV, max cross section 1.0e-20 m^2, A = 2.906e-14 m^3/s
ionization: E = 12.0 eV, max cross section 2.0e-20 m^2, A = 8.218e-14 m^3/s
high excitation: E = 18.0 eV, max cross section 1.0e-21 m^2, A = 5.033e-15 m^3/s
continuous T0 = 1.7880 eV, n0 = 8.263e+15 m^-3
continuous W = 7.5533 eV/us per electron
pulsed, period 20.0 us: W = 4.7692 eV/us per electron
pulsed T range = 0.598 to 2.895 eV
pulsed density-weighted mean T = 1.1828 eV
pulsed mean n = 1.309e+16 m^-3, ratio 1.5838
pulsed n range = 5.205e+15 to 2.316e+16 m^-3
ionization rate at pulsed mean T = 0.00323 us^-1
pulsed mean ionization rate = 0.10000 us^-1
dissociation per electron: cont. 1.01355e+00, pulsed 5.64014e-01 us^-1, ratio 0.5565
ionization per electron: cont. 1.00000e-01, pulsed 1.00000e-01 us^-1, ratio 1.0000
high excitation per electron: cont. 2.13613e-04, pulsed 4.28531e-04 us^-1, ratio 2.0061
dissociation per 100 eV: cont. 13.41855, pulsed 11.82611, ratio 0.8813
ionization per 100 eV: cont. 1.32392, pulsed 2.09678, ratio 1.5838
high excitation per 100 eV: cont. 0.00283, pulsed 0.00899, ratio 3.1772
dissociation source: cont. 8.375e+21, pulsed 7.381e+21 m^-3 s^-1
ionization source: cont. 8.263e+20, pulsed 1.309e+21 m^-3 s^-1
high excitation source: cont. 1.765e+18, pulsed 5.608e+18 m^-3 s^-1
dissociations per ionization: cont. 10.135, pulsed 5.640
dissociation share of energy: cont. 80.51 %, pulsed 70.96 %
on-phase share of electron-time f = 0.3055, of ionization g = 0.9899
dissociation on-phase ratio 0.5318, upper bound 0.5499
high excitation on-phase ratio 1.9982, lower bound 1.7818
period (us): per-electron ratios diss., high exc.; yield ratio diss.
   0.02: 0.99917, 1.00250; 0.99985
   0.20: 0.93470, 1.19470; 0.98751
   2.00: 0.59797, 1.96965; 0.89452
  20.00: 0.55648, 2.00611; 0.88133
fast pulsing: relative variance of ionization rate = 6.68358e-03
fast dissociation: change -8.3489e-04, second-order law -8.3545e-04
fast high excitation: change 2.5045e-03, second-order law 2.5063e-03
wall-loss variant: T range 0.107 to 2.246 eV
wall-loss variant: X = 0.6072, mean n ratio = 2.2743
wall-loss variant: dissociation ratio 0.4118, upper bound 0.7792
wall-loss variant: diss. per ionization, pulsed/cont. = 0.6782
```
